\section*{Dipole repulsion in an adsorbate lattice and the 10 meV cell}

\section{A factor of two that changes the cell}

Place one adsorbate with an upright dipole of 2 D in a $5\times5$ cell of a hexagonal metal surface whose atoms are 2.5 Å apart. The adsorbate and its periodic copies are then 12.5 Å apart. The formula for parallel dipoles in free space gives a repulsion of 7.1 meV per adsorbate. An explicit sum over charges 1 Å above a metal, the height used for all explicit-charge numbers below, gives 13.9 meV. With a tolerance of 10 meV, the first number accepts the cell and the second rejects it. The difference comes from the metal: for the same surface dipole, two distant adsorbates on it repel twice as strongly as two dipoles in free space.

The surface is a model with round parameters. The metal is thick and screens perfectly; its image plane is $z=0$. All adsorbates are identical and upright, and the cell holds one of them. The energy $E$ is the repulsion per adsorbate relative to infinite dilution, which is the error made when the periodic cell stands for an isolated adsorbate. I write
\begin{equation}
k=\frac{1}{4\pi\varepsilon_0}.
\end{equation}

\section{Which dipole is meant}

Represent an adsorbate by a charge $q$ at height $h$. The metal supplies the opposite charge, so the whole system is neutral and the potential of the metal may be set to zero. For $z\ge0$ the potential of the charge and its screening charge is
\begin{equation}
\phi(\rho,z)=kq\left[\frac{1}{\sqrt{\rho^2+(z-h)^2}}-\frac{1}{\sqrt{\rho^2+(z+h)^2}}\right],
\label{phi}
\end{equation}
where $\rho$ is the lateral distance. It vanishes at $z=0$, as required. The second term looks like an image charge at $-h$, but the real screening charge lies on the plane. Its density is
\begin{equation}
\sigma(\rho)=-\varepsilon_0\left.\frac{\partial\phi}{\partial z}\right|_{z=0}
=-\frac{qh}{2\pi(\rho^2+h^2)^{3/2}},
\end{equation}
and its total is $-q$. Since it sits at $z=0$, it contributes nothing to the normal dipole moment, which is therefore
\begin{equation}
p=qh .
\end{equation}

This $p$ is the dipole given by the work-function change. To see this, average the potential of a layer with $n$ adsorbates per area over the lateral coordinates. The average of the lattice sum is $n$ times the integral of one contribution. For $z>h$, using
\begin{equation}
\int_0^\infty\!2\pi\rho\,d\rho\left[\frac1{\sqrt{\rho^2+b^2}}-\frac1{\sqrt{\rho^2+c^2}}\right]=2\pi(c-b),
\end{equation}
with $b=z-h$ and $c=z+h$, we find
\begin{equation}
\bar\phi=nkq\,2\pi(2h)=4\pi k\,np=\frac{np}{\varepsilon_0}.
\end{equation}
For positive $p$ (positive charge outward) an electron outside is lowered in energy by $enp/\varepsilon_0$, so the work function falls. The magnitude is
\begin{equation}
|\Delta\Phi|=\frac{enp}{\varepsilon_0}.
\label{helm}
\end{equation}

Far from a single adsorbate, however, Eq.~\eqref{phi} is the field of two charges separated by $2h$, with dipole $2qh=2p$. The two values do not conflict. The screening charge spreads over the plane with a tail $\rho^{-3}$, too slowly for the moment $p$ alone to fix the far field. In these notes ``2 D'' means $p$, the value in Eq.~\eqref{helm} at low coverage.

\section{Two adsorbates: leading term and correction}

The electrostatic energy is half the sum of each charge times the potential at its place. The charge on the metal drops out because the potential there is zero. The part that couples adsorbates 1 and 2 is
\begin{equation}
U=\tfrac12\left[q\phi_1(2)+q\phi_2(1)\right]=q\phi_1(2),
\end{equation}
since the two terms are equal by symmetry. Setting $\rho=R$ and $z=h$ in Eq.~\eqref{phi} gives
\begin{equation}
U(R)=kq^2\left[\frac1R-\frac1{\sqrt{R^2+4h^2}}\right].
\label{pair}
\end{equation}
For $R\gg h$, the expansion $(1+x)^{-1/2}=1-x/2+3x^2/8-\dots$ with $x=4h^2/R^2$ gives
\begin{equation}
\frac1{\sqrt{R^2+4h^2}}=\frac1R\left[1-\frac{2h^2}{R^2}+\frac{6h^4}{R^4}-\dots\right].
\end{equation}
The terms $1/R$ cancel. With $q^2h^2=p^2$,
\begin{equation}
U(R)=\frac{2kp^2}{R^3}\left[1-\frac{3h^2}{R^2}+\dots\right].
\label{pairexp}
\end{equation}

Two parallel dipoles side by side in free space have the energy $kp^2/R^3$. The metal doubles it because each real dipole $p$ stands in the field of a neighbour whose far field is that of $2p$. Putting $2p$ in both places would give $4kp^2/R^3$, too large by two. That would be the energy of a mirror-symmetric field filling both half spaces, whereas only the upper half is real.

The factor was tested by integrating over the screening charge itself, without using the image term. For $h=1$ Å and $R=30$ Å, the ratio $UR^3/(kp^2)$ is 1.9934. Equation~\eqref{pairexp} gives $2(1-3/900)=1.9933$.

\section{From the pair to the lattice}

Each pair energy belongs to two adsorbates, so the energy per adsorbate is half the sum over neighbours:
\begin{equation}
E=\frac12\sum_{\mathbf R\ne0}U(R).
\end{equation}
Let $a$ be the nearest adsorbate distance, and define
\begin{equation}
S=\sum_{\mathbf R\ne0}\left(\frac aR\right)^3,\qquad
S_5=\sum_{\mathbf R\ne0}\left(\frac aR\right)^5 .
\end{equation}
The factor $1/2$ cancels the 2 of Eq.~\eqref{pairexp}, and
\begin{equation}
E=\frac{kp^2S}{a^3}\left[1-\kappa\frac{h^2}{a^2}+\dots\right],\qquad
\kappa=\frac{3S_5}{S}.
\label{lattice}
\end{equation}

The sum $S$ converges, but not quickly. Beyond a radius $L$ the sites may be replaced by their mean density, which leaves
\begin{equation}
a^3\int_L^\infty\frac{2\pi nR\,dR}{R^3}=\frac{2\pi na^3}{L}.
\label{tail}
\end{equation}
This allows a check by hand. A hexagonal lattice has six neighbours at $a$, six at $\sqrt3a$ and six at $2a$. They contribute
\begin{equation}
6+\frac6{3\sqrt3}+\frac68=7.905 .
\end{equation}
Together with the origin these are 19 sites. A disc of the same area has $\pi L^2n=19$. With $na^2=2/\sqrt3$, $L=2.289a$ and Eq.~\eqref{tail} adds 3.170. The total, 11.07, is within 0.4\% of the converged value $S=11.034$. For a square lattice $S=9.034$.

The correction can be bracketed without a second large sum. The six nearest neighbours alone give $S_5>6$. All other sites have $R\ge\sqrt3a$, so for them $(a/R)^5\le(a/R)^3/3$. Therefore
\begin{equation}
6<S_5\le6+\frac{S-6}{3}=7.68,
\end{equation}
and, after multiplication by $3/S$,
\begin{equation}
1.63<\kappa<2.09 .
\label{kappa}
\end{equation}
At $a=10$ Å and $h=1$ Å, the leading reduction must lie between 1.6\% and 2.1\% of the point-dipole energy. The explicit charges lower it from 27.55 to 27.06 meV, which is 1.8\%.

\section{Why the coverage enters to the power 3/2}

An area per adsorbate is a length squared, while the energy contains an inverse length cubed. For the hexagonal lattice,
\begin{equation}
n=\frac{2}{\sqrt3a^2}
\quad\Longrightarrow\quad
\frac1{a^3}=\left(\frac{\sqrt3}{2}n\right)^{3/2}.
\end{equation}
The leading term of Eq.~\eqref{lattice} becomes
\begin{equation}
E=s\,kp^2n^{3/2},\qquad s=\frac{S}{(na^2)^{3/2}} .
\label{law}
\end{equation}
The number $s$ depends only on the shape of the lattice. It is 8.893 for the hexagonal and 9.034 for the square lattice, so at equal coverage the square arrangement costs 1.6\% more. In an $m\times m$ cell the coverage per surface atom is $\theta=1/m^2$, and $E\propto\theta^{3/2}\propto m^{-3}$.

The law holds at leading order, for fixed $p$ and fixed lattice shape. The finite height lowers the apparent exponent. From Eq.~\eqref{lattice}, with $d\ln n=-2\,d\ln a$,
\begin{align}
\frac{d\ln E}{d\ln n}
&=-\frac a2\frac{d}{da}\left[-3\ln a+\ln\left(1-\kappa\frac{h^2}{a^2}\right)\right]\nonumber\\
&\simeq\frac32-\kappa\frac{h^2}{a^2}.
\end{align}
The last line uses $\ln(1-\epsilon)\simeq-\epsilon$. The sign is negative because the correction weakens the repulsion most where the lattice is dense. The explicit charges give an exponent of 1.496 between $a=15$ and 30 Å, and 1.455 between 5 and 7.5 Å.

A measured or calculated exponent near $3/2$ does not by itself identify dipoles. By the same scaling, any pair energy proportional to $R^{-3}$ gives $n^{3/2}$.

The energy $E$ must also be kept apart from two related quantities. Removing one adsorbate from an otherwise fixed lattice removes all its pair energies, which sum to $2E$. If the lattice instead rearranges uniformly as adsorbates are added, the energy per area is $nE\propto n^{5/2}$, and each addition costs
\begin{equation}
\frac{d(nE)}{dn}=\frac52E .
\end{equation}
The 10 meV below refers to $E$.

\section{The cell for 10 meV}

Solving the leading term of Eq.~\eqref{lattice} for the distance gives
\begin{equation}
a=\left(\frac{kp^2S}{E}\right)^{1/3}.
\label{cell}
\end{equation}
In units suited to the problem, $p=2\,\mathrm D=0.4164\,e$Å and $ke^2=14.40$ eV Å. Hence
\begin{equation}
kp^2=14.40\times0.4164^2=2.497\ \text{eV Å}^3,
\end{equation}
and for the hexagonal lattice
\begin{equation}
a=\left(\frac{2.497\times11.034}{0.010}\right)^{1/3}\text{Å}=14.0\ \text{Å}.
\end{equation}
This is 5.6 surface spacings of 2.5 Å. Only $m\times m$ cells are considered here (rotated hexagonal cells would allow intermediate distances), so $a$ is a whole number of spacings and the cell is $6\times6$, with $a=15$ Å and a coverage of 0.028 monolayer. For a square adsorbate lattice the required distance is 13.1 Å.

The explicit charges confirm the choice: they give 13.9 meV in the $5\times5$ cell and 8.1 meV in the $6\times6$ cell. The free-space formula asks for 11.1 Å and, among $m\times m$ cells, selects $5\times5$. Because the distance depends on the cube root of the energy, a factor of two in $E$ changes $a$ by only $2^{1/3}=1.26$; here that is enough to change the integer.

The same cube root makes strict tolerances expensive. For 1 meV the distance grows by $10^{1/3}=2.15$, to about 30 Å or 12.1 spacings, so the smallest $m\times m$ cell that satisfies the rule is $13\times13$. Already the step from $5\times5$ to $6\times6$ raises the number of atoms per layer from 25 to 36. If the computing time grows as the cube of the atom number, it rises by $(36/25)^3\approx3$.

Equation~\eqref{helm} offers a check on the dipole. In the $6\times6$ cell $n=0.00513$ Å$^{-2}$, and a fixed dipole of 2 D changes the work function by
\begin{equation}
|\Delta\Phi|=4\pi\times14.40\times0.00513\times0.4164\ \text{eV}=0.39\ \text{eV}.
\end{equation}
A calculation that gives a clearly different change has a different $p$. Equation~\eqref{cell} needs the value at low coverage: in a small cell the adsorbates may already have reduced each other's dipoles, and the formula then asks for too small a cell. In the polarizable example of the next section, $p$ from the $3\times3$ cell would give 12.0 Å and select $5\times5$, where 13.4 meV remain.

\section{When the dipoles weaken each other}

So far $p$ was fixed. At an adsorbate, the field of all the others points against its dipole and has the magnitude $2kpS/a^3$. A polarizable adsorbate responds by reducing its dipole. Let $p_0$ be the dipole of an isolated adsorbate on the metal and $\alpha$ its effective polarizability volume, both including the effect of its own screening charge. In linear response, changing the dipole from $p_0$ to $p$ costs $k(p-p_0)^2/(2\alpha)$. For point dipoles, the energy per adsorbate is
\begin{equation}
w(p)=\frac{k(p-p_0)^2}{2\alpha}+\frac{kp^2S}{a^3}.
\label{w}
\end{equation}
At the minimum the derivative vanishes:
\begin{equation}
\frac{k(p-p_0)}{\alpha}+\frac{2kpS}{a^3}=0 .
\end{equation}
Multiplying by $\alpha/k$ and collecting $p$,
\begin{equation}
p=\frac{p_0}{1+\eta},\qquad \eta=\frac{2\alpha S}{a^3}.
\label{dep}
\end{equation}
To find the energy, insert $p-p_0=-\eta p$ into Eq.~\eqref{w} and use $\eta/(2\alpha)=S/a^3$:
\begin{equation}
E=\frac{k\eta^2p^2}{2\alpha}+\frac{kp^2S}{a^3}
=\frac{kp^2S}{a^3}(1+\eta)
=\frac{kp_0^2S}{a^3(1+\eta)} .
\label{Epol}
\end{equation}
The repulsion term alone falls by $(1+\eta)^2$, but the cost of polarization returns one of the two factors. Since $a^3(1+\eta)=a^3+2\alpha S$, the required distance follows as
\begin{equation}
a^3=S\left[\frac{kp_0^2}{E}-2\alpha\right].
\end{equation}
With $\alpha=5$ Å$^3$,
\begin{equation}
a=\left[11.034\,(249.7-10)\right]^{1/3}\text{Å}=13.8\ \text{Å},
\end{equation}
and the smallest $m\times m$ cell remains $6\times6$. Energies per adsorbate in meV are:
\begin{center}
\begin{tabular}{cccc}
cell & fixed point & explicit charges & polarizable point\\
$3\times3$ & 65.3 & 63.3 & 51.8\\
$4\times4$ & 27.5 & 27.1 & 24.8\\
$5\times5$ & 14.1 & 13.9 & 13.4\\
$6\times6$ & 8.2 & 8.1 & 7.9
\end{tabular}
\end{center}

The order of the two corrections deserves attention. For large $a$,
\begin{equation}
E\simeq\frac{kp_0^2S}{a^3}\left[1-\kappa\frac{h^2}{a^2}-\frac{2\alpha S}{a^3}\right],
\end{equation}
to first order in each effect. The height correction falls more slowly and is the first correction in the strict asymptotic sense. But the two terms become equal only at
\begin{equation}
a=\frac{2\alpha S}{\kappa h^2}=\frac{110\ \text{Å}}{\kappa},
\end{equation}
which by Eq.~\eqref{kappa} lies between 53 and 68 Å. For a single charge at $h=1$ Å and $\alpha=5$ Å$^3$, the formally later term is therefore the larger one in all the cells of the table. In the $3\times3$ cell it amounts to 26\% of the point-dipole energy. The full depolarization of Eq.~\eqref{Epol} removes 21\%, against 3\% for the height. This order depends on how the dipole is built. If the same $p$ is carried by a molecule with charges $\mp0.416\,e$ at 1 and 2 Å above the image plane, the height lowers the energy by 17, 11, 7 and 5\% from the $3\times3$ to the $6\times6$ cell, against 21, 10, 5 and 3\% for depolarization. With the charges at 2 and 3 Å it lowers it by 32, 23, 17 and 13\%. The leading term is unchanged, and the $5\times5$ cell still fails in both cases (13.1 and 11.7 meV).

The opposite limit, $\eta\gg1$, shows how the 3/2 law ends. Equation~\eqref{Epol} then tends to $kp_0^2/(2\alpha)$, the cost of removing the dipole altogether, and no longer depends on coverage. This limit assumes that all dipoles stay equal, as a cell with one adsorbate enforces. If neighbours may differ, a three-sublattice pattern of dipole changes has the lattice sum $-2.33$ in place of $S$, and the uniform state ceases to be a minimum at $\eta=11.034/2.33=4.7$. The work-function change turns over earlier. By Eqs.~\eqref{helm} and \eqref{dep} it is proportional to $n/(1+cn^{3/2})$, where $\eta=cn^{3/2}$. Its derivative vanishes when
\begin{equation}
1+\eta-\tfrac32\eta=0,\qquad\text{that is, }\eta=2,\quad p=\frac{p_0}{3}.
\end{equation}
In the example this means $a=(\alpha S)^{1/3}=3.8$ Å. At such distances $h/a$ is no longer small and real adsorbates may overlap, so this position is only indicative.

\section{Two small cells instead of a large one}

If the energy of an adsorbate follows $E(a)=E_\infty+B/a^3$, two cells with $a_2>a_1$ determine the dilute limit. Subtraction gives
\begin{equation}
E_1-E_2=\frac B{a_2^3}\left[\left(\frac{a_2}{a_1}\right)^3-1\right],
\end{equation}
and, since $E_\infty=E_2-B/a_2^3$,
\begin{equation}
E_\infty=E_2-\frac{E_1-E_2}{(a_2/a_1)^3-1}.
\label{extra}
\end{equation}
In the model the true limit is zero, so whatever Eq.~\eqref{extra} returns is its error. For the $3\times3$ and $4\times4$ cells the denominator is $(4/3)^3-1=1.370$. The explicit charges with fixed dipoles leave 0.6 meV. The polarizable dipoles leave
\begin{equation}
24.81-\frac{51.76-24.81}{1.370}=5.1\ \text{meV}.
\end{equation}
The error is positive because depolarization holds down the energy of the smaller cell most. The difference $E_1-E_2$ is then too small, and too little is subtracted.

Even so, 5.1 meV is less than the 7.9 meV that remains in the $6\times6$ cell without extrapolation. Using the $4\times4$ and $5\times5$ cells, with $(5/4)^3-1=0.953$, improves it further:
\begin{equation}
13.35-\frac{24.81-13.35}{0.953}=1.3\ \text{meV}.
\end{equation}
For $\alpha=5$ Å$^3$, two moderate cells therefore do better than one $6\times6$ cell. The advantage shrinks with $\alpha$. At $\alpha=15$ Å$^3$ the $3\times3$ and $4\times4$ pair leaves 9.1 meV against 7.4 meV in the $6\times6$ cell, while the $4\times4$ and $5\times5$ pair still leaves only 3.0 meV. Equation~\eqref{extra} also amplifies numerical errors: an error of equal size and opposite sign in the two energies grows by $1+2/1.370=2.5$ for the first pair and by $1+2/0.953=3.1$ for the second. In a real system the smaller cell must also be free of direct overlap between adsorbates, which Eq.~\eqref{extra} does not describe.

\section{Conditions of use}

The estimate contains electrostatics between upright adsorbates and nothing else. Chemical overlap, elastic distortion of the metal, interactions carried by surface electrons and tilting of the adsorbates are left out; any of them can change the cell dependence. The slab must be thick enough to screen as a metal. If only one side of the slab carries adsorbates, a calculation periodic along the surface normal also needs a dipole correction for the field between repeated slabs. That correction does not remove the lateral repulsion treated here.

Equation~\eqref{cell} thus gives a starting size, and a calculation in a second cell tests it. If the energy difference between the cells departs strongly from the $a^{-3}$ prediction with $p$ taken from the work function, then depolarization or one of the omitted interactions matters. A small departure does not exclude depolarization, because this $p$ is already reduced by it. It is seen more directly by comparing $p$ between the cells: in the example, $p$ is $0.79p_0$ in the $3\times3$ cell and $0.97p_0$ in the $6\times6$ cell. The numerical output lists the values behind the estimates.

\section*{Computed results}
\begin{verbatim}
Surface dipole p: 2.0 D = 0.4164 e angstrom
Charge height h: 1.0 angstrom
Model charge q: 0.4164 e
Polarizability volume: 5.0 angstrom^3
Surface spacing: 2.5 angstrom
Target energy: 10.0 meV per adsorbate
Coulomb constant e^2/(4 pi eps0): 14.3996 eV angstrom
p^2/(4 pi eps0): 2.4966 eV angstrom^3
Pair factor at R = 30 angstrom: 1.9934
Lattice sum S, hexagonal: 11.0342
Lattice sum S, square: 9.0336
Shape number s, hexagonal: 8.8927
Shape number s, square: 9.0336
Coverage exponent, a = 15 to 30 angstrom: 1.4956
Coverage exponent, a = 5 to 7.5 angstrom: 1.4551
Required a, hexagonal: 14.02 angstrom
Required a, square: 13.11 angstrom
Required a, explicit charges, hexagonal: 13.97 angstrom
Required a, polarizable, hexagonal: 13.83 angstrom
Required a, free-space formula: 11.13 angstrom
Required a / surface spacing, hexagonal: 5.607
Required hexagonal cell: 6 x 6
Cell chosen by free-space formula: 5 x 5
Energies per adsorbate: point dipoles, charges, polarizable dipoles
3 x 3, a = 7.5 angstrom: 65.30, 63.27, 51.76 meV
4 x 4, a = 10.0 angstrom: 27.55, 27.06, 24.81 meV
5 x 5, a = 12.5 angstrom: 14.10, 13.94, 13.35 meV
6 x 6, a = 15.0 angstrom: 8.16, 8.10, 7.90 meV
Dipole ratio p/p0 in 3 x 3: 0.7927
Dipole ratio p/p0 in 6 x 6: 0.9683
Coverage of required cell: 0.0278 monolayer
Adsorbate density in that cell: 0.005132 angstrom^-2
Work-function change in that cell: 0.3867 eV
3x3/4x4 limit, fixed dipoles: 0.63 meV
3x3/4x4 limit, polarizable: 5.14 meV
\end{verbatim}
